# Relativistic correction to the ground-state polarizability of a one-electron ion, part 2

One electron obeys the Dirac equation in the field of a point nucleus of charge $Z$ and infinite mass. A weak static field adds $+Fz$ and shifts $1S_{1/2}$ by $-\tfrac12\alpha_d F^2$. With $\lambda=Z\alpha$, we seek the first two terms of $Z^4\alpha_d$ in powers of $\lambda^2$, a bound on the rest, and a finite-basis check.

In scaled units (lengths $a_0/Z$, energies $Z^2$ hartree), $H=c\,\boldsymbol\alpha\cdot\mathbf p+(\beta-1)c^2+V$, $c=1/\lambda$, $V=-1/r$. Then $Z^4\alpha_d$, in $a_0^3$, is $2\sum_n|\langle n|z|0\rangle|^2/(E_n-E_0)$ over positive- and negative-energy states. For radial components $(P,Q)$, with $D_\kappa=d/dr+\kappa/r$ and scalar product $\int_0^\infty(P_1P_2+Q_1Q_2)\,dr$,

$$H_\kappa\begin{pmatrix}P\\Q\end{pmatrix}=\begin{pmatrix}VP+c(-Q'+\kappa Q/r)\\ cD_\kappa P+(V-2c^2)Q\end{pmatrix}.$$

Solutions go as $r^{\pm\gamma_\kappa}$ near the origin, $\gamma_\kappa=\sqrt{\kappa^2-\lambda^2}$.

The nodeless states, $\kappa=-n$, are $(P,Q)=r^{g}e^{-\eta r}(1,-\tau)$ with $n^2-g^2=\lambda^2$, $\eta=1/n$, $E=c^2(g/n-1)$. For $n=2$ this is $2p_{3/2}$, $g=\gamma_2=\sqrt{4-\lambda^2}$. For $n=1$ it is the ground state,

$$(P_0,Q_0)=N\varphi\,(1,-t),\quad \varphi=r^\gamma e^{-r},\quad\gamma=\sqrt{1-\lambda^2},\quad t=\frac{\lambda}{1+\gamma},\quad E_0=-\frac1{1+\gamma},$$

with $E_0+2c^2=c^2(1+\gamma)$ and $N^2\int\varphi^2dr=(1+\gamma)/2$. The moments $M_n=\int\varphi^2r^n dr/\int\varphi^2dr$ include $M_1=(2\gamma+1)/2$, $M_2=(\gamma+1)M_1$, $M_{-1}=1/\gamma$, $M_{-2}=2/[\gamma(2\gamma-1)]$.

The squared angular factors $1/9$ and $2/9$ give

$$Z^4\alpha_d=\tfrac29\,(\Delta_{+1}+2\Delta_{-2}),\qquad \Delta_\kappa=\langle S|G_\kappa|S\rangle,\qquad G_\kappa=(H_\kappa-E_0)^{-1},\qquad S=r(P_0,Q_0).$$

For $\kappa=+1$ a polynomial solution is exact:

$$\Delta_{+1}=\frac{\gamma(\gamma+1)(2\gamma+1)(4\gamma+5)}8=\tfrac{27}4[1-\tfrac{47}{36}\lambda^2+O(\lambda^4)].$$

For $\kappa=-2$ the trial function $\chi=N\varphi\,(f,h)$, $f=\sum_{k=0}^2a_kr^k$, $h=\sum_{k=0}^2b_kr^k$, has $a_0=\tfrac12(1-\gamma)^2(2-\gamma)$, $a_1=2-\gamma$, $a_2=\gamma/2$. It leaves the residual $R=S-(H_\kappa-E_0)\chi=N\varphi\,(\rho/r,\,0)$, where

$$\rho=-\frac{3(1-\gamma)(2-\gamma)}{2(1+\gamma)}=-\tfrac38\lambda^2+O(\lambda^4),$$

$$\langle S|\chi\rangle=\frac{6+2\gamma+\gamma^2}{4}M_2+\frac34(1-\gamma)^2(2-\gamma)M_1,$$

which expands to $\tfrac{27}4[1-\tfrac{29}{36}\lambda^2]$ through order $\lambda^2$. For $\gamma>\tfrac12$, exactly, with $G=G_{-2}$,

$$\Delta_{-2}=\langle S|\chi\rangle+\langle R|\chi\rangle+\langle R|G|R\rangle .$$

The "tempting solution" kept only $\langle S|\chi\rangle$ and wrongly gave $Z^4\alpha_d=\tfrac92[1-\tfrac{35}{36}\lambda^2]$.

**The missing term.** Only the upper component enters:

$$\langle R|\chi\rangle=\frac{1+\gamma}2\rho\,(a_0M_{-1}+a_1+a_2M_1)=-\frac34(1-\gamma)(2-\gamma)\Big[\frac{a_0}\gamma+2-\gamma+\frac{\gamma(2\gamma+1)}4\Big].$$

At leading order the prefactor is $-\tfrac38\lambda^2$ and the bracket is $\tfrac74$, so the term is $-\tfrac{21}{32}\lambda^2$, or $-\tfrac{21}{32}\cdot\tfrac4{27}=-\tfrac7{72}$ relative to $27/4$.

**The gap.** For $E>-2c^2$ the function $E+2c^2-V$ is positive. An eigenfunction has $Q=cD_\kappa P/(E+2c^2-V)$ from the lower row. Multiplying the upper row by $P$ and integrating by parts shows that it makes the form

$$a_\kappa[P;E]=\int_0^\infty\big[w\,(D_\kappa P)^2+(V-E)P^2\big]dr,\qquad w=\frac{c^2}{E+2c^2-V},$$

vanish. At fixed $P$ this form decreases strictly as $E$ grows, since $w$ and $-E$ both decrease.

Let $(P_n,Q_n)$ be the nodeless state with $\kappa=-n$ and energy $E_n$, and put $y=cQ_n=wD_\kappa P_n$. The upper row reads $y'=\kappa y/r-(E_n-V)P_n$, so $(P_ny)'=w(D_\kappa P_n)^2-(E_n-V)P_n^2$. Write any $P$ as $P_nv$, so that $D_\kappa P=vD_\kappa P_n+P_nv'$. The integrand of $a$ is then $v^2(P_ny)'+(v^2)'P_ny+wP_n^2v'^2$. The first two terms are the derivative of $v^2P_ny=-c\tau P^2$, which vanishes at both ends, so $a_{-n}[P;E_n]=\int wP_n^2v'^2dr\ge0$. For $-2c^2<E<E_n$ the form is then strictly positive, and the channel has no eigenvalue there. In the gap $(-2c^2,0)$ the spectrum consists of eigenvalues only, because $V$ vanishes at infinity. For $n=2$ the nearest spectrum above $E_0$ is therefore $2p_{3/2}$, at the distance

$$d=c^2(\gamma_2/2-\gamma).$$

The negative continuum lies at $c^2(1+\gamma)$, which is farther, since $d<c^2(1-\gamma)$. In particular $a_{-2}[P;E_0]>0$.

For $\kappa=+1$ compare with $\kappa=-1$ at $E_0$, where $w/r=c^2/(1+kr)$ with $k=c^2(1+\gamma)$. The difference of the squares is $4PP'/r=2(P^2)'/r$, so $a_{+1}-a_{-1}=-2\int P^2(w/r)'dr>0$. Thus $a_{+1}[P;E_0]>0$, $E_0$ is not an eigenvalue of $H_{+1}$, and the polynomial solution found there is the only one.

**The remainder.** By the spectral theorem $|\langle R|G|R\rangle|\le\|R\|^2/d$, with

$$\|R\|^2=\frac{1+\gamma}2\rho^2M_{-2}=\frac{\rho^2(1+\gamma)}{\gamma(2\gamma-1)} .$$

For small $\lambda$, $\|R\|^2\to\tfrac9{32}\lambda^4$ and $d\to c^2(\tfrac12-\tfrac18)\lambda^2=\tfrac38$, so the bound tends to $\tfrac34\lambda^4$. The other terms are rational functions of $\gamma$, smooth near $\gamma=1$, so their expansions continue at order $\lambda^4$. Therefore $\Delta_{-2}=\tfrac{27}4[1-(\tfrac{58}{72}+\tfrac7{72})\lambda^2+O(\lambda^4)]$, with coefficient $65/72$.

**Result.** The weighted mean is $\tfrac13(\tfrac{47}{36}+\tfrac{65}{36})=\tfrac{112}{108}=\tfrac{28}{27}$, so

$$\alpha_d=\frac{9}{2Z^4}\Big[1-\frac{28}{27}(Z\alpha)^2+O\big((Z\alpha)^4\big)\Big]a_0^3 .$$

For every $\gamma>\tfrac12$, $Z^4\alpha_d$ lies within $\tfrac49\|R\|^2/d$ of the closed form $\tfrac29[\Delta_{+1}+2\langle S|\chi\rangle+2\langle R|\chi\rangle]$. As $\gamma\to\tfrac12$ the norm of $R$ diverges and the bound says nothing.

The sign agrees with the contraction of the orbital. The mean of $r^2$ in the ground state is $M_2$, whose relative correction is $-\tfrac12(\tfrac23+\tfrac12)\lambda^2=-\tfrac7{12}\lambda^2$. The remaining factors $\Delta_\kappa/M_2$, which act as mean inverse excitation energies, fall as well, by $\tfrac{47}{36}-\tfrac{21}{36}$ and $\tfrac{65}{72}-\tfrac{42}{72}$. The $p_{1/2}$ channel falls faster than the $p_{3/2}$ channel.

**Negative-energy states.** Their share can be estimated at leading order. From $[H,z]=c\alpha_z[p_z,z]=-ic\alpha_z$ follows $|\langle n|z|0\rangle|^2=c^2|\langle n|\alpha_z|0\rangle|^2/(E_n-E_0)^2$. The state $\alpha_z\psi_0$ has unit norm and is a pure lower-component state up to relative order $\lambda$ in amplitude, with momenta of order one. It therefore lies almost wholly among negative-energy states with $E_n-E_0\approx-2c^2$, and closure gives $Z^4\alpha_d^-\approx2c^2/(-2c^2)^3=-\lambda^4/4$. These states do not affect $28/27$, but any statement at order $\lambda^4$ needs them. Their presence is consistent with a filled negative-energy sea of non-interacting electrons. The empty-atom vacuum has a second-order shift that includes $-F^2|z_{n0}|^2/(E_0-E_n)$ from virtual jumps of a sea electron $n$ into $1S$. Occupying $1S$ blocks that jump, and the difference from the vacuum is $-F^2|z_{n0}|^2/(E_n-E_0)$, the term of the one-particle sum.

## The finite basis

The upper component is expanded in $r^{\gamma_\kappa}e^{-\beta r}$ times polynomials of degree at most $M$, with $M=30$ and $\beta=1.3$, so that the analytic $\chi$, which has exponent 1, is not a member of the basis. The lower component uses the same $M+1$ functions and one more, $r^{\gamma_\kappa}e^{-\beta r}/(1+kr)$. The matrix has size $2M+3=63$ per channel.

The extra function excludes spurious roots near $E_0$, where a small denominator would spoil the sum. For $E>-2c^2$ the lower block of $H-E$ is negative definite. Block elimination and Sylvester's law of inertia then say that the number of roots below $E$ is $M+2$ plus the number of negative eigenvalues of the Schur complement on the upper space. As a form, the Schur complement is the maximum over the lower space of $\int[(V-E)P^2+2cQD_\kappa P-(E+2c^2-V)Q^2]dr$. Completing the square, the unrestricted maximum at $E_0$ is reached at $Q=c\,rD_\kappa P/(1+kr)$ and equals $a_\kappa[P;E_0]$. Now $rD_\kappa P$ is $r^{\gamma_\kappa}e^{-\beta r}$ times a polynomial of degree $M+1$, and division by $1+kr$ leaves a polynomial of degree $M$ plus a constant over $1+kr$, which lies in the lower space. The Schur complement at $E_0$ is thus the exact form, positive for $\kappa=+1$ and $-2$. Lowering $E$ raises the integrand for every $P,Q$, so it stays positive. Exactly $M+2$ roots lie at or below $-2c^2$ and none in $(-2c^2,E_0]$.

The numerical check diagonalizes these matrices and forms $\Delta_\kappa=\sum_n\langle n|S\rangle^2/(E_n-E_0)$. It tests the root count, the lowest root above $E_0$ against the Dirac $2p$ energies to $10^{-8}$, $\Delta_{+1}$ against the closed form to a relative $10^{-9}$, $\Delta_{-2}$ against the bound, and $M=30$ against $M=45$ to a relative $10^{-7}$. It also tests the trial function and its residual by symbolic substitution, and the angular factors and the closed forms by quadrature.

| $Z$ | $Z^4\alpha_d$, basis ($a_0^3$) | two-term formula | formula/basis $-1$ |
|---|---|---|---|
| 1 | 4.4997515 | 4.4997515 | $-3\times10^{-10}$ |
| 10 | 4.4751644 | 4.4751494 | $-3.35\times10^{-6}$ |
| 20 | 4.4008376 | 4.4005975 | $-5.46\times10^{-5}$ |
| 50 | 3.8881791 | 3.8787342 | $-2.43\times10^{-3}$ |
| 80 | 2.9721520 | 2.9095595 | $-2.11\times10^{-2}$ |

The digits measure the agreement of two calculations within the model and are not predictions for real ions. To isolate a $\lambda^2$ coefficient, form $q(\lambda)=(1-v/v_0)/\lambda^2=q_0-q_1\lambda^2+\dots$ from a basis value $v$ and its nonrelativistic limit $v_0$. The combination $[4q(\lambda)-q(2\lambda)]/3$ removes $q_1$. From $Z=4$ and 8 it gives 1.3055556, 0.9027778 and 1.0370371, against $47/36=1.3055556$, $65/72=0.9027778$ and $28/27=1.0370370$, tested to $10^{-5}$.

The difference between basis and formula, divided by $4.5\lambda^4$, is 0.1175, 0.1176, 0.1184 and 0.1198 at $Z=10$, 20, 50, 80. It hardly moves, so over this range the numbers show one $\lambda^4$ term accounting for nearly all the error of the formula. No derivation of that term is given here. The remainder $\langle R|G|R\rangle/\lambda^4$ is 0.1122 at $Z=10$ against a bound of 0.7618, and 0.2304 at $Z=80$ against 2.4856, so the bound holds with a wide margin. The negative-energy part divided by $\lambda^4$ is $-0.24961$ at $Z=4$, tested against $-1/4$ to within 0.005, and it drifts to $-0.24846$ at $Z=8$ and $-0.20464$ at $Z=50$.

## Sn$^{49+}$ in detail

For $Z=50$, $\lambda^2=0.1331284$, $\gamma=0.9310594$, $1-\gamma=0.0689406$ and $M_1=1.4310594$.

The exact channel gives $\Delta_{+1}=0.9310594\times1.9310594\times2.8621188\times8.7242376/8=5.611748$, and the basis sum agrees to the nine decimals printed.

For $\kappa=-2$, $6+2\gamma+\gamma^2=8.7289904$, so

$$\langle S|\chi\rangle=1.4310594\,\Big[\frac{1.9310594\times8.7289904}4+\frac34(0.0689406)^2(1.0689406)\Big]=6.036008 .$$

With $\rho=-0.057243$, $a_0=0.002540$, $a_1=1.068941$ and $a_2=0.465530$,

$$\langle R|\chi\rangle=0.96553\times(-0.057243)\times(0.002728+1.068941+0.666201)=-0.09605 ,$$

and the sum, from the unrounded terms, is 5.9399562. The bound is $\|R\|^2/d=0.0078831/0.3917927=0.0201207$. The basis gives $\Delta_{-2}=5.9425287$, a remainder of 0.0025725, inside the bound.

The closed form gives $\tfrac29(5.6117483+2\times5.9399562)=3.8870$, with a guaranteed margin of $\tfrac49\times0.0201207=0.0089$, so $Z^4\alpha_d$ lies between 3.8781 and 3.8960. The basis value is $\tfrac29(5.6117483+2\times5.9425287)=3.88818$. The two-term formula gives $4.5\,(1-\tfrac{28}{27}\times0.1331284)=3.87873$, which is 0.24% below the basis value. The tempting solution gives $\tfrac29(5.6117483+2\times6.0360084)=3.9297$ unexpanded and $4.5\,(1-\tfrac{35}{36}\times0.1331284)=3.9176$ expanded. Both lie outside the guaranteed interval, and the first is 1.1% above the basis value.

The prefactor $2/9$ and the channel weights are tested without perturbation theory by diagonalizing $H+Fz$ in the combined $\kappa=-1,+1,-2$ basis at $F=10^{-3}$ (scaled units) and forming $-2[E(F)-E(0)]/F^2$. This gives 3.88822, within the tested relative tolerance of $10^{-4}$. The relative excess over the sum, about $10^{-5}$, is not analysed here.

Dividing by $Z^4$, Sn$^{49+}$ has $\alpha_d=6.221\times10^{-7}a_0^3=9.219\times10^{-8}$ Å$^3$ in this model, against $7.200\times10^{-7}a_0^3$ without relativity and $6.206\times10^{-7}a_0^3$ from the two-term formula. The fourth digit belongs to the model and not to the real ion. With a nucleus of mass $M$ and charge $Z$, the perturbation $F(z_e-Zz_N)$ contains the relative coordinate $z=z_e-z_N$ as $Fz\,[1+(Z-1)m_e/(M+m_e)]$, so at the nonrelativistic level $\alpha_d$ grows by about $2(Z-1)m_e/M+3m_e/M=4.6\times10^{-4}$ for $^{120}$Sn. Replacing the point nucleus by a uniformly charged sphere of rms radius 4.65 fm raises it by about a further $2\times10^{-4}$. Radiative corrections have not been estimated here.

For hydrogen the model gives $4.49975\,a_0^3=0.666794$ Å$^3$, with a relativistic decrease of $(28/27)\alpha^2=5.52\times10^{-5}$ relative to $9/2$. The infinite nuclear mass is the larger approximation there. In the nonrelativistic neutral atom the field couples to the relative coordinate with unit charge, lengths scale as $1/\mu$ and energies as $\mu$ with $\mu$ the reduced mass, so $\alpha_d\propto\mu^{-3}$ and grows by the relative amount $3m_e/m_p=1.63\times10^{-3}$ to first order. That is about thirty times the relativistic term and of opposite sign, so a comparison with real hydrogen must include it first.

## Table of computed values

```
alpha = 0.0072973526, 1/alpha = 137.035999
angular factors squared: k=+1 0.111111, k=-2 0.222222
lam^2 coefficients: D(+1) 47/36 | <S|chi> 29/36 | <R|chi> 7/72 | D(-2) 65/72 | total 28/27
Z, lam, D(+1), D(-2), Z^4 alpha basis, two-term formula (a0^3), rel. diff
  1 0.007297 6.749530728 6.749675500 4.499751495 4.499751494 -3.28e-10
 10 0.072974 6.703127649 6.717555987 4.475164361 4.475149368 -3.35e-06
 20 0.145947 6.563176426 6.620296384 4.400837599 4.400597472 -5.46e-05
 50 0.364868 5.611748268 5.942528731 3.888179051 3.878734198 -2.43e-03
 80 0.583788 3.979357684 4.697663066 2.972151959 2.909559547 -2.11e-02
Z=10: (basis-formula)/(4.5 lam^4) = 0.1175; rest/lam^4 = 0.1122; bound/lam^4 = 0.7618
Z=20: (basis-formula)/(4.5 lam^4) = 0.1176; rest/lam^4 = 0.1158; bound/lam^4 = 0.7989
Z=50: (basis-formula)/(4.5 lam^4) = 0.1184; rest/lam^4 = 0.1451; bound/lam^4 = 1.1353
Z=80: (basis-formula)/(4.5 lam^4) = 0.1198; rest/lam^4 = 0.2304; bound/lam^4 = 2.4856
extracted (Z=4,8): D(+1) 1.3055556, D(-2) 0.9027778, total 1.0370371
analytic:          D(+1) 1.3055556, D(-2) 0.9027778, total 1.0370370
negative-energy part / lam^4: Z=4 -0.24961, Z=8 -0.24846, Z=50 -0.20464
--- Sn49+ (Z=50), scaled units
lam^2 = 0.1331284, gamma = 0.9310594, t = 0.1889469, E0 = -0.5178505
k=-2: a0,a1,a2 = 0.002540 1.068941 0.465530
k=-2: b0,b1,b2 = -0.007442 -0.100986 -0.087960, rho = -0.057243
D(+1): closed form 5.611748268, basis 5.611748268
<S|chi> = 6.0360084, <R|chi> = -0.0960521, sum = 5.9399562
D(-2) basis = 5.9425287, rest = 0.0025725
|R|^2 = 0.0078831, d = 0.3917927, bound = 0.0201207
Z^4 alpha: basis 3.8881791, finite field (F=1e-03) 3.88822, formula 3.8787342
negative-energy part of Z^4 alpha = -3.6268e-03
a0^3 = 0.1481847 Angstrom^3
H: nonrel 4.5000000e+00, formula 4.4997515e+00, basis 4.4997515e+00 a0^3 = 6.667944e-01 Angstrom^3
Sn49+: nonrel 7.2000000e-07, formula 6.2059747e-07, basis 6.2210865e-07 a0^3 = 9.218699e-08 Angstrom^3
H: (28/27) alpha^2 = 5.5224e-05, 3 m_e/m_p = 1.6339e-03
basis: M = 30, beta = 1.3, matrix size 63 per kappa
```
